# Exponential convergence of exchange with a Wigner-Seitz truncated Coulomb kernel

## The situation

An electron in an insulator carries an exchange hole whose tail decays exponentially with distance. Its exchange energy should therefore be insensitive to anything far away. Yet when exchange is computed on a mesh of $k$ points with the kernel $4\pi/q^2$ and the divergent $q=0$ term dropped, the error falls only as the inverse of the supercell size. The exchange part of a $GW$ quasiparticle energy meets the same difficulty for an occupied state. For an empty state this leading error vanishes, because a constant shift of the kernel acts only on occupied orbitals.

A mesh of $N\times N\times N$ points describes orbitals that repeat over a supercell of $N^3$ primitive cells. The question is what the Coulomb kernel should be in this repeating world, and how fast exchange then approaches its infinite-crystal value. The orbitals are taken from a fixed one-particle Hamiltonian, spins are paired, and Hartree atomic units are used.

## One filled band in one dimension

Let the lattice constant be $a$ and let one band be filled. Normalize the Bloch states on a primitive cell, $\int_0^a|\psi_k|^2dx=1$. The density matrix of one spin is

$$\rho(x,x')=\frac{a}{2\pi}\int_{\rm BZ}dk\,f(k),\qquad f(k)=\psi_k(x)\psi_k^*(x').$$

The phase of $\psi_k$ cancels in $f$, so $f$ has period $2\pi/a$ in $k$. Since $\psi_k^*(x'+na)=e^{-ikna}\psi_k^*(x')$,

$$\rho(x,x'+na)=\frac{a}{2\pi}\int_{\rm BZ}dk\,f(k)e^{-ikna}.$$

These are the Fourier coefficients of $f$, hence $f(k)=\sum_n\rho(x,x'+na)e^{ikna}$.

**What the mesh does.** Take $k=2\pi m/(Na)$ with $N$ successive integers $m$, a mesh containing $k=0$. The average of $e^{ikna}$ over it is 1 if $n$ is a multiple of $N$ and 0 otherwise, so

$$\rho_N(x,x')=\frac1N\sum_k f(k)=\sum_j\rho(x,x'+jNa).$$

The mesh density matrix is the true one plus its copies, displaced by supercell vectors. As a test, with the model potential introduced next and $N=4$, direct summation at $x=0.7$, $x'=5.9$ bohr gives $-0.00422999$ bohr$^{-1}$, and so does the image sum.

**Why the copies are small.** The periodic parts of the Bloch states are eigenfunctions of $H_k=\frac12(-i\partial_x+k)^2+V$, and the projector onto the filled band is

$$P_k=\oint\frac{dz}{2\pi i}\,(z-H_k)^{-1},$$

with a contour around the filled level alone. A gap leaves room for this contour, also when $k$ is made slightly complex. Thus $f$ is analytic in a strip $|\mathrm{Im}\,k|<\kappa$. For $n>0$, replace $k$ by $k-i\eta$ with $0<\eta<\kappa$. The integral of a periodic analytic function over a full period is unchanged by this shift, while $e^{-ikna}$ acquires the factor $e^{-\eta na}$. For $n<0$ the shift is taken the other way. The density matrix therefore decays as $e^{-\eta|x-x'|}$ for every $\eta<\kappa$, up to a constant, and $1/\kappa$ is its decay length.

**A limit with a formula.** Take $V=-V_0\cos(2\pi x/a)$ with $V_0$ small. At $k=\pi/a+iq$ the two lowest plane waves have kinetic energies

$$\tfrac12\left(\pm\frac{\pi}{a}+iq\right)^2=\tfrac12\left(\frac{\pi^2}{a^2}-q^2\right)\pm\frac{i\pi q}{a},$$

and are coupled by $-V_0/2$. The two levels differ by $2\sqrt{V_0^2/4-\pi^2q^2/a^2}$. They merge at

$$q=\kappa\simeq\frac{V_0a}{2\pi}.$$

There the contour is pinched and the strip ends. As $V_0\to0$ the decay length diverges.

For $a=4$ bohr and $V_0=0.5$ hartree the estimate is $0.5\times4/(2\pi)=0.318$ bohr$^{-1}$. With many plane waves the merging point lies at $0.3096$ bohr$^{-1}$, so the estimate is 3% high. At $V_0=1$ hartree it gives $0.637$ against $0.5833$ bohr$^{-1}$, 9% high, as expected for a stronger potential.

The merging point also fixes the algebraic prefactor. The projector of a two-level problem contains the inverse of the level splitting, which behaves as $(k-k_0)^{1/2}$ near the merging point $k_0$. The Fourier integral along the resulting cut is proportional to $\int_0^\infty dy\,y^{-1/2}e^{-yu}\propto u^{-1/2}$. Hence the tail is $u^{-1/2}e^{-\kappa u}$, with a sign $(-1)^n$ after $n$ cells because $\mathrm{Re}\,k_0=\pi/a$. Removing $u^{-1/2}$ from the computed $\rho(0,8a)$ and $\rho(0,12a)$ gives $\kappa=0.3093$ and $0.5837$ bohr$^{-1}$ for the two potentials, in agreement with the merging points.

## Three dimensions: how much kernel to keep

In three dimensions let $P_k$ project on all occupied bands, separated by a gap from the empty ones at every $k$. The contour argument is unchanged; for a lattice displacement $\mathbf R$ the shift of $\mathbf k$ is taken along $\mathbf R$. I assume that the orbitals are bounded, so that

$$|\rho(\mathbf r,\mathbf r')|\le C e^{-\gamma|\mathbf r-\mathbf r'|}\quad\text{for every }\gamma<\kappa,$$

where $\kappa$ now denotes the smallest half-width of the analytic strip over all directions of the shift, and $C$ may depend on $\gamma$. The image sum becomes $\rho_N(\mathbf r,\mathbf r')=\sum_{\mathbf S}\rho(\mathbf r,\mathbf r'+\mathbf S)$ over supercell vectors $\mathbf S$.

The exchange energy of a determinant is $-\frac12\sum_\sigma\iint|\rho_\sigma|^2/|\mathbf r-\mathbf r'|$. Two equal spins cancel the factor $\frac12$, so per primitive cell of volume $\Omega$

$$E=-\int_\Omega d\mathbf r\int d\mathbf u\,\frac{|\rho(\mathbf r,\mathbf r+\mathbf u)|^2}{|\mathbf u|}.$$

On the mesh, $|\rho_N(\mathbf r,\mathbf r+\mathbf u)|^2$ repeats in $\mathbf u$ with the supercell. To see how much hole one period holds, let $N_k$ be the number of mesh points. Bloch states on the mesh are orthogonal over the supercell and have norm $N_k$ there. Integrating the product of two factors $\rho_N=N_k^{-1}\sum\psi\psi^*$ thus gives $N_k^{-2}\cdot N_k\sum\psi\psi^*=\rho_N$, which means

$$\int_{\rm supercell}d\mathbf u\,|\rho_N(\mathbf r,\mathbf r+\mathbf u)|^2=\rho_N(\mathbf r,\mathbf r).$$

One period contains one complete hole. A kernel reaching further would count it again.

The natural period is the Wigner-Seitz cell $W$ of the supercell: the points $\mathbf u$ at least as close to the origin as to any other $\mathbf S$. It is centred on the electron, so the kernel is exactly $1/|\mathbf u|$ at all separations shorter than half the shortest supercell vector. Define

$$E_N=-\int_\Omega d\mathbf r\int_W d\mathbf u\,\frac{|\rho_N(\mathbf r,\mathbf r+\mathbf u)|^2}{|\mathbf u|}.$$

**A limit.** Suppose $\rho$ vanished for separations of $L/2$ or more, where $L$ is the length of the shortest nonzero $\mathbf S$. In $W$ one has $|\mathbf u|\le|\mathbf u+\mathbf S|$, and therefore $|\mathbf S|\le|\mathbf u|+|\mathbf u+\mathbf S|\le2|\mathbf u+\mathbf S|$. Every copy is then at distance at least $L/2$ and contributes nothing. Outside $W$ there is no hole to miss, because $|\mathbf u|\ge L/2$ there. So $E_N=E$. Well-separated closed-shell atoms approach this limit once $L/2$ is large enough for the tails of their density matrices to be negligible there.

**The same energy in reciprocal space.** For occupied states $b\mathbf k$ and $b'\mathbf k'$ write $\mathbf q=\mathbf k'-\mathbf k+\mathbf G$ and

$$\psi_{b\mathbf k}^*\psi_{b'\mathbf k'}=\frac1\Omega\sum_{\mathbf G}M_{\mathbf G}\,e^{i\mathbf q\cdot\mathbf r}.$$

In $|\rho_N(\mathbf r,\mathbf r+\mathbf u)|^2$ this pair density appears at $\mathbf r+\mathbf u$, multiplied by its conjugate at $\mathbf r$. The integral over $\mathbf r$ keeps equal $\mathbf G$ and gives $\Omega^{-1}\sum_{\mathbf G}|M_{\mathbf G}|^2e^{i\mathbf q\cdot\mathbf u}$. Hence

$$E_N=-\frac{1}{N_k^2\Omega}\sum_{bb'\mathbf k\mathbf k'\mathbf G}|M_{\mathbf G}|^2\,\tilde v_W(\mathbf q),\qquad \tilde v_W(\mathbf q)=\int_W d\mathbf u\,\frac{e^{i\mathbf q\cdot\mathbf u}}{|\mathbf u|}.$$

An existing exchange sum needs one change: $4\pi/q^2$ is replaced by $\tilde v_W$. The value at $\mathbf q=0$ is finite, $2.380\,L^2$ for a cube of side $L$, and needs no special treatment.

## The exponential bound

Subtract the two energies and separate what is missing from what is added:

$$E_N-E=T-B,\qquad T=\int_\Omega d\mathbf r\int_{\mathbf u\notin W}d\mathbf u\,\frac{|\rho|^2}{|\mathbf u|},\qquad B=\int_\Omega d\mathbf r\int_W d\mathbf u\,\frac{|\rho_N|^2-|\rho|^2}{|\mathbf u|}.$$

**Missing tail.** Everything outside $W$ has $|\mathbf u|\ge L/2$, so

$$T\le4\pi\Omega C^2\int_{L/2}^{\infty}du\,u\,e^{-2\gamma u}=\pi\Omega C^2\left(\frac L\gamma+\frac1{\gamma^2}\right)e^{-\gamma L}.$$

The square of $\rho$ supplies $2\gamma$, and the distance to the boundary supplies $L/2$.

**Added copies.** Inserting the image sum,

$$|\rho_N|^2-|\rho|^2=\sum_{(\mathbf S,\mathbf S')\ne(0,0)}\rho(\mathbf r,\mathbf r+\mathbf u+\mathbf S)\,\rho^*(\mathbf r,\mathbf r+\mathbf u+\mathbf S').$$

If one of the two vectors is zero, the triangle inequality $|\mathbf u|+|\mathbf u+\mathbf S|\ge|\mathbf S|$ bounds the term by $C^2e^{-\gamma|\mathbf S|}$. If neither is zero, $|\mathbf u+\mathbf S|\ge|\mathbf S|/2$ bounds it by $C^2e^{-\gamma(|\mathbf S|+|\mathbf S'|)/2}$. Therefore

$$\left||\rho_N|^2-|\rho|^2\right|\le C^2\left[2\sum_{\mathbf S\ne0}e^{-\gamma|\mathbf S|}+\Big(\sum_{\mathbf S\ne0}e^{-\gamma|\mathbf S|/2}\Big)^2\right].$$

Let the supercells grow with bounded shape. Taking $e^{-\gamma L/2}$ out of the last sum leaves $\sum e^{-\gamma(|\mathbf S|-L)/2}$, which stays below some constant $K$ once $L$ exceeds a chosen minimum. The first sum is likewise at most $Ke^{-\gamma L}$. If $R_W$ is the largest distance from the centre of $W$ to its boundary, then $\int_Wd\mathbf u/|\mathbf u|\le2\pi R_W^2$, and

$$|B|\le2\pi\Omega C^2R_W^2\,(2K+K^2)\,e^{-\gamma L}.$$

Both parts are polynomials in $L$ times $e^{-\gamma L}$, for any $\gamma<\kappa$. This is the exponential convergence sought. The tail and the overlap with a copy have the same exponent: going halfway to a copy twice costs as much as going all the way once.

For an elongated supercell $L$ is the shortest repeat distance, so refining the mesh along one axis alone does not improve this bound indefinitely.

## One quasiparticle instead of the total energy

The exchange self-energy is $-\rho(\mathbf r,\mathbf r')/|\mathbf r-\mathbf r'|$, linear in $\rho$. For a state on the mesh its expectation value, called the eigenvalue below although $\psi$ need not be an eigenfunction of the exchange operator, is

$$\varepsilon_N=-\int_\Omega d\mathbf r\int_Wd\mathbf u\,\frac{\psi^*(\mathbf r)\,\rho_N(\mathbf r,\mathbf r+\mathbf u)\,\psi(\mathbf r+\mathbf u)}{|\mathbf u|}.$$

Insert the image sum and use $\psi(\mathbf r+\mathbf u)=\psi(\mathbf r+\mathbf u+\mathbf S)$. The points $\mathbf w=\mathbf u+\mathbf S$ cover all space once, with the folded kernel $v_F(\mathbf w)=1/|\mathbf u|$. It equals $1/|\mathbf w|$ inside $W$, so

$$\varepsilon_N-\varepsilon=-\int_\Omega d\mathbf r\int_{\mathbf w\notin W}d\mathbf w\,\psi^*(\mathbf r)\rho(\mathbf r,\mathbf r+\mathbf w)\psi(\mathbf r+\mathbf w)\left[v_F(\mathbf w)-\frac1{|\mathbf w|}\right].$$

The bracket lies between 0 and $1/|\mathbf u|$, and $|\mathbf w|\ge|\mathbf S|/2$. With bounded orbitals, the sum over $\mathbf S$ gives a polynomial times $e^{-\gamma L/2}$. One factor of $\rho$ at distance $L/2$ has replaced two.

The slower rate is compatible with the faster one. Since $N_k^{-1}\sum\psi^*(\mathbf r)\psi(\mathbf r+\mathbf u)=\rho_N^*(\mathbf r,\mathbf r+\mathbf u)$, summing $\varepsilon_N$ over occupied bands and averaging over the mesh returns $E_N$. The exact $\varepsilon(\mathbf k)$, summed over occupied bands, is analytic in the same strip, so its mesh average differs from $E$ only by a polynomial times $e^{-\gamma L}$. Any errors of order $e^{-\kappa L/2}$ in individual states must therefore cancel in this average.

For a cubic cell the prefactor can be estimated if $\rho$ is a product of three one-dimensional density matrices, as in the crystal studied below. The two transverse factors then keep the leading contribution near the centre of a face. Just beyond a face, at $w=L/2+t$, the bracket is

$$\frac1{L/2-t}-\frac1{L/2+t}\simeq\frac{8t}{L^2}.$$

With the factor $L^{-1/2}$ from $\rho$, the leading error is expected to behave as $L^{-5/2}e^{-\kappa L/2}$. For the energy, a copy overlapping the core of the hole suggests $L^{-1/2}e^{-\kappa L}$. Both prefactors are asymptotic estimates, not parts of the bounds.

## Contrast: the periodic kernel

Dropping $q=0$ from $4\pi/q^2$ amounts to using the potential $v_P$ of a lattice of unit charges in a neutralizing background. For a cubic supercell, near the origin,

$$\nabla^2v_P=-4\pi\delta(\mathbf u)+\frac{4\pi}{L^3}.$$

Cubic symmetry makes the quadratic term isotropic, $\alpha u^2$, with $6\alpha=4\pi/L^3$. The constant term scales as $1/L$. Thus

$$v_P=\frac1u-\frac\xi L+\frac{2\pi u^2}{3L^3}+O(L^{-5}),\qquad\xi=2.8373.$$

For one electron per spin and cell the hole integrates to 1. With $\langle u^2\rangle=\int_\Omega d\mathbf r\int d\mathbf u\,u^2|\rho|^2$, the energy error is

$$E_P-E=\frac\xi L-\frac{2\pi\langle u^2\rangle}{3L^3}+O(L^{-5}).$$

The Madelung correction removes the first term. The second is proportional to $\langle u^2\rangle$, so it is smaller for a tighter hole, but for any hole of finite size it falls only as $L^{-3}$, because $v_P$ differs from $1/u$ even where the hole resides. The truncated kernel has no such difference inside $W$.

## A crystal on which to measure the rates

Add the cosine potential along three axes:

$$V=-V_0\left[\cos\frac{2\pi x}a+\cos\frac{2\pi y}a+\cos\frac{2\pi z}a\right],\qquad a=4\ \text{bohr},$$

with two electrons per cell. Energies add over the axes and orbitals multiply. The product of the three lowest bands is filled, with a gap of $0.234$ hartree for $V_0=0.5$ and $0.850$ hartree for $V_0=1$. The density matrix is a product of three one-dimensional ones, and $e^{-\gamma(|u_x|+|u_y|+|u_z|)}\le e^{-\gamma|\mathbf u|}$, so the one-dimensional $\kappa$ can be used in the bound. With $D(u)=\int_0^adx\,|\rho_{1D}(x,x+u)|^2$, taken on the mesh,

$$E_N=-\int_{\rm cube}d\mathbf u\,\frac{D(u_x)D(u_y)D(u_z)}{|\mathbf u|},\qquad L=Na.$$

The interaction is the full three-dimensional $1/r$. At $N=2$ this integral and the reciprocal-space sum both give $-0.717774$ hartree, which tests the replacement of $4\pi/q^2$ by $\tilde v_W$.

For $V_0=0.5$ the reference mesh $N=48$ gives $E=-0.689946$ hartree ($-18.7744$ eV) per cell. Errors relative to reference values on that mesh, in hartree, are:

| $N$ | energy | eigenvalue at $\Gamma$ | periodic, after $\xi/L$ |
|---|---|---|---|
| 4 | $-1.8\times10^{-3}$ | $-3.7\times10^{-4}$ | $-4.2\times10^{-3}$ |
| 8 | $-1.0\times10^{-5}$ | $-9.9\times10^{-6}$ | $-3.2\times10^{-4}$ |
| 12 | $-6.1\times10^{-8}$ | $-3.3\times10^{-7}$ | $-9.3\times10^{-5}$ |
| 16 | $-3.8\times10^{-10}$ | $-1.3\times10^{-8}$ | $-3.9\times10^{-5}$ |

**Energy.** From $N=10$ to $N=12$ the error falls from $7.724\times10^{-7}$ to $6.052\times10^{-8}$ in magnitude, a factor of $12.76$ over $8$ bohr. Allowing for $L^{-1/2}$, the rate is

$$\frac{\ln12.76-\frac12\ln(12/10)}{8}=\frac{2.546-0.091}{8}=0.307\ \text{bohr}^{-1},$$

close to $\kappa=0.310$ bohr$^{-1}$. A fit over even $N$ from 6 to 18 gives $0.991\,\kappa$. For $V_0=1$, where $\kappa$ is nearly twice as large, the fit over $N=6$ to 10 gives $0.994\,\kappa$. The rate follows the decay length. Apart from the prefactor, each further decimal digit costs $\ln10/(\kappa a)=2.303/1.2385\simeq1.9$ mesh points per axis in the first crystal and about $1.0$ in the second.

**Eigenvalue.** With the factor $L^{-5/2}$ the fitted rates are $0.498\,\kappa$ and $0.500\,\kappa$, so the half rate is attained here. Without that factor the slopes would be $0.66\,\kappa$ and $0.59\,\kappa$: on these meshes the algebraic part still matters. It also matters that the eigenvalue at $\Gamma$ starts with the smaller error at $N=4$ and has the larger one at $N=12$; this ordering belongs to that state, and other states need not share it. An asymptotic rate does not rank errors on a coarse mesh.

The complete list of even meshes shows the error of the eigenvalue at $\Gamma$ changing sign at every step. Raising $N$ by 2 moves the boundary $L/2$ by one lattice constant, which reverses the sign of the tail of $\rho$. The orbital at $\Gamma$ is the same in every cell, so the error follows that sign. For other states the phase of the orbital enters as well. The energy error depends on a displacement by $L$, which grows by two lattice constants, and keeps its sign over the even meshes.

**Periodic kernel.** At $N=12$, $L=48$ bohr, the raw error is $0.0590$ hartree and $\xi/L=2.8373/48=0.0591$ hartree. With $\langle u^2\rangle=4.863$ bohr$^2$ the predicted remainder is

$$-\frac{2\pi\times4.863}{3\times48^3}=-9.21\times10^{-5}\ \text{hartree},$$

against the computed $-9.26\times10^{-5}$. The truncated kernel's error on the same mesh is about 1500 times smaller.

## Where the argument stops

The gap enters through the analytic strip. In a metal at zero temperature the occupation jumps at the Fermi surface, the strip closes, and this proof gives no exponential rate. In an insulator with a long decay length the law holds, but becomes useful only once $L$ is several times $1/\kappa$.

The orbitals here are fixed. In a self-consistent calculation the density and the orbitals carry mesh errors of their own, which must be bounded separately. The result also concerns only the exchange part of $GW$. The correlation part contains a screened interaction that is itself built from the mesh, and the decay of $\rho$ alone does not determine its convergence.

The numerical output below lists the errors on all even meshes from 4 to 18 for $V_0=0.5$ hartree, and the fitted rates for both potentials.

## Computed values

```
lattice constant A = 4.0 bohr; reference mesh N = 48
cubic Madelung constant xi = 2.837297
--- V0 = 0.5 hartree ---
band gap of the 3D crystal = 0.2339 hartree
kappa from branch point = 0.30963 1/bohr
kappa from density matrix = 0.30929 1/bohr
decay length 1/kappa = 3.2297 bohr; kappa*A = 1.2385
exchange energy per cell = -0.68994557 hartree = -18.77438 eV
exchange eigenvalue at Gamma = -0.70928344 hartree
rho_N(0.7,5.9), N=4: -0.00422999 1/bohr
same from image sum: -0.00422999 1/bohr
N=2 energy, real space: -0.71777421 hartree
N=2 energy, reciprocal space: -0.71777421 hartree
cut-off kernel at q=0, over L^2: 2.380077
errors in hartree: N, WS energy, WS eigenvalue, periodic, periodic - xi/L
  4  -1.762e-03  -3.715e-04   1.731e-01  -4.249e-03
  6  -1.305e-04   1.057e-04   1.173e-01  -8.775e-04
  8  -9.965e-06  -9.873e-06   8.834e-02  -3.238e-04
 10  -7.724e-07   1.975e-06   7.077e-02  -1.609e-04
 12  -6.052e-08  -3.297e-07   5.902e-02  -9.257e-05
 14  -4.781e-09   6.636e-08   5.061e-02  -5.820e-05
 16  -3.801e-10  -1.346e-08   4.429e-02  -3.895e-05
 18  -3.039e-11   2.893e-09   3.938e-02  -2.734e-05
mean square hole size <u^2> = 4.86318 bohr^2
N=12 predicted 1/L^3 remainder = -9.210e-05 hartree
energy: fitted rate/kappa = 0.9911 (no prefactor 1.0273)
eigenvalue: fitted rate/kappa = 0.4983 (no prefactor 0.6603)
meshes in fits: energy 6-18, eigenvalue 8-18
--- V0 = 1.0 hartree ---
band gap of the 3D crystal = 0.8502 hartree
kappa from branch point = 0.58331 1/bohr
kappa from density matrix = 0.58371 1/bohr
decay length 1/kappa = 1.7144 bohr; kappa*A = 2.3332
exchange energy per cell = -0.87446155 hartree = -23.79531 eV
exchange eigenvalue at Gamma = -0.86455147 hartree
energy: fitted rate/kappa = 0.9940 (no prefactor 1.0213)
eigenvalue: fitted rate/kappa = 0.4998 (no prefactor 0.5920)
meshes in fits: energy 6-10, eigenvalue 8-16
```
